# Lanczos Convergence at the Band Edge of a Tight-Binding Chain: verification in Python

```python
"""Lanczos started at the end site of an open tight-binding chain.

Result under test: for H = t sum_n (|n><n+1| + h.c.), t > 0, k Lanczos steps
from site 1 give the Ritz values 2 t cos(j pi/(k+1)), j = 1..k. The highest
lies below the semi-infinite band edge 2t by 4 t sin^2(pi/(2(k+1))), which
decays as 1/k^2. A level split off above the band by an end-site energy eps > t
converges exponentially instead.
Symbols: t hopping, N number of sites, k number of Lanczos steps,
alpha/beta diagonal/off-diagonal Lanczos coefficients. Energies in hartree.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def chain(n_sites, hopping, end_energy=0.0):
    off = np.full(n_sites - 1, hopping)
    h = np.diag(off, 1) + np.diag(off, -1)
    h[0, 0] = end_energy
    return h


def lanczos(h, steps):
    """Plain Lanczos from site 1, without reorthogonalization."""
    start = np.zeros(len(h))
    start[0] = 1.0
    basis, alpha, beta = [start], [], []
    for m in range(steps):
        w = h @ basis[m]
        a = basis[m] @ w
        w = w - a * basis[m]
        if m > 0:
            w = w - beta[m - 1] * basis[m - 1]
        b = np.linalg.norm(w)
        alpha.append(a)
        beta.append(b)
        if b < 1e-14:
            break
        basis.append(w / b)
    return np.array(alpha), np.array(beta), np.array(basis).T


def ritz(alpha, beta, k):
    if k == 1:
        return alpha[:1].copy()
    return eigh_tridiagonal(alpha[:k], beta[:k - 1], eigvals_only=True)


def first_below(errors, target):
    """Smallest k (errors[0] belongs to k = 1) with error below target."""
    return int(np.argmax(np.array(errors) < target)) + 1


t, N = 0.05, 400
H = chain(N, t)
alpha, beta, V = lanczos(H, N)

# Symbolic Lanczos on a short chain: coefficients and termination
ts = sp.symbols("t", positive=True)
n_small = 6
Hs = sp.Matrix(n_small, n_small, lambda i, j: ts if abs(i - j) == 1 else 0)
v_old, v, b_old = sp.zeros(n_small, 1), sp.eye(n_small)[:, 0], sp.Integer(0)
for m in range(n_small):
    assert v == sp.eye(n_small)[:, m]
    w = Hs * v
    a = sp.simplify(v.dot(w))
    w = (w - a * v - b_old * v_old).applyfunc(sp.simplify)
    b = sp.sqrt(sp.simplify(w.dot(w)))
    assert a == 0
    assert b == (ts if m < n_small - 1 else 0)
    if b != 0:
        v_old, v, b_old = v, (w / b).applyfunc(sp.simplify), b

# Numerical Lanczos on the long chain, and the opposite sign of the hopping
assert len(alpha) == N and beta[-1] < 1e-14
assert np.allclose(V, np.eye(N), atol=1e-12)
a_neg, b_neg, V_neg = lanczos(chain(N, -t), 30)
assert np.allclose(b_neg, t, atol=1e-14)
assert np.allclose(np.diag(V_neg)[:30], (-1.0) ** np.arange(30), atol=1e-12)
assert np.allclose(ritz(a_neg, b_neg, 30), ritz(alpha, beta, 30), atol=1e-13)

# All Ritz values for every k against the closed form, and the error bounds
edge = 2 * t
top = []
for k in range(1, N + 1):
    values = ritz(alpha, beta, k)
    formula = 2 * t * np.cos(np.arange(k, 0, -1) * np.pi / (k + 1))
    assert np.allclose(values, formula, rtol=0, atol=1e-13)
    top.append(values[-1])
top = np.array(top)
edge_error = edge - top
k_all = np.arange(1, N + 1)
assert np.allclose(edge_error, 4 * t * np.sin(np.pi / (2 * (k_all + 1))) ** 2,
                   rtol=0, atol=1e-13)
assert np.all(edge_error >= 4 * t / (k_all + 1) ** 2 - 1e-13)
assert np.all(edge_error <= np.pi ** 2 * t / (k_all + 1) ** 2 + 1e-13)

# Rayleigh-Ritz from explicit powers of H, without the Lanczos recurrence
k_power = 8
powers = [np.eye(N)[:, 0]]
for _ in range(k_power - 1):
    powers.append(H @ powers[-1] / t)
Q, _ = np.linalg.qr(np.array(powers).T)
assert np.allclose(np.linalg.eigvalsh(Q.T @ H @ Q),
                   2 * t * np.cos(np.arange(k_power, 0, -1) * np.pi / (k_power + 1)),
                   atol=1e-12)

# Sites beyond k do not influence the first k steps, but do influence the next
k_cut = 50
H_changed = H.copy()
H_changed[k_cut:, k_cut:] += np.diag(np.full(N - k_cut, 0.03))
a_ch, b_ch, _ = lanczos(H_changed, k_cut + 1)
assert np.allclose(a_ch[:k_cut], alpha[:k_cut], atol=1e-14)
assert np.allclose(b_ch[:k_cut - 1], beta[:k_cut - 1], atol=1e-14)
assert abs(a_ch[k_cut] - alpha[k_cut]) > 0.01

# Finite chain: error relative to its own highest eigenvalue
E_top = np.linalg.eigvalsh(H)[-1]
finite_error = E_top - top
assert np.allclose(finite_error,
                   2 * t * (np.cos(np.pi / (N + 1)) - np.cos(np.pi / (k_all + 1))),
                   rtol=0, atol=1e-12)
assert abs(finite_error[-1]) < 1e-12
approx_100 = np.pi ** 2 * t * (1 / 101 ** 2 - 1 / (N + 1) ** 2)
assert abs(finite_error[99] / approx_100 - 1) < 1e-3


def residual(k):
    values, vectors = eigh_tridiagonal(alpha[:k], beta[:k - 1])
    u = V[:, :k] @ vectors[:, -1]
    return np.linalg.norm(H @ u - values[-1] * u)


for k in (10, 50, 200):
    predicted = t * np.sqrt(2 / (k + 1)) * np.sin(np.pi / (k + 1))
    assert abs(residual(k) / predicted - 1) < 1e-8

# Local decay exponent when k+1 doubles from 100 to 200
exponent = np.log(edge_error[98] / edge_error[198]) / np.log(2)
assert abs(exponent - 2) < 1e-3

# Split-off level: exponential convergence
eps = 0.10
r = t / eps
H_b = chain(80, t, eps)
E_bound, vec_b = np.linalg.eigh(H_b)
E_b = E_bound[-1]
assert abs(E_b - (eps + t ** 2 / eps)) < 1e-13
assert np.allclose(vec_b[1:11, -1] / vec_b[:10, -1], r, atol=1e-8)
a_b, b_b, _ = lanczos(H_b, 20)
bound_error = np.array([E_b - ritz(a_b, b_b, k)[-1] for k in range(1, 21)])
for k in (8, 10):
    leading = t * (1 - r ** 2) ** 2 * r ** (2 * k - 1)
    assert abs(bound_error[k - 1] / leading - 1) < 2e-3

print(f"hopping t = {t:.3f} hartree, sites N = {N}")
print(f"band edge 2t = {edge:.4f} hartree = {edge * HARTREE_EV:.4f} eV")
print(f"highest eigenvalue of the N-site chain = {E_top:.8f} hartree")
print("Ritz values at k = 3 (hartree): "
      + ", ".join(f"{x + 0.0:.6f}" for x in np.round(ritz(alpha, beta, 3), 12)))
print(f"pi^2 t = {np.pi ** 2 * t:.6f} hartree")
print("Table, energies in hartree (values near 1e-16 are roundoff):")
print("k | top Ritz | edge error | (k+1)^2*edge error | finite-chain error | residual")
for k in (10, 20, 50, 100, 200, 400):
    print(f"{k:3d} | {top[k-1]:.8f} | {edge_error[k-1]:.4e} | "
          f"{(k+1)**2 * edge_error[k-1]:.6f} | {finite_error[k-1]:.4e} | "
          f"{residual(k):.4e}")
print(f"edge error at k = 100 = {edge_error[99] * HARTREE_EV * 1000:.4f} meV")
print(f"decay exponent, k+1 from 100 to 200 = {exponent:.5f}")
for target in (1e-3, 1e-5):
    print(f"steps for error below {target:.0e} hartree: band edge "
          f"{first_below(edge_error, target)}, split-off level "
          f"{first_below(bound_error, target)}")
print(f"end-site energy eps = {eps:.3f} hartree, r = t/eps = {r:.3f}")
print(f"split-off level E_b = {E_b:.6f} hartree = {E_b * HARTREE_EV:.4f} eV")
for k in (3, 5, 7, 10):
    leading = t * (1 - r ** 2) ** 2 * r ** (2 * k - 1)
    print(f"split-off level, k = {k:2d}: error {bound_error[k-1]:.4e} hartree, "
          f"leading-order formula {leading:.4e} hartree")
print("done: every assertion held")
```

It prints:

```
hopping t = 0.050 hartree, sites N = 400
band edge 2t = 0.1000 hartree = 2.7211 eV
highest eigenvalue of the N-site chain = 0.09999693 hartree
Ritz values at k = 3 (hartree): -0.070711, 0.000000, 0.070711
pi^2 t = 0.493480 hartree
Table, energies in hartree (values near 1e-16 are roundoff):
k | top Ritz | edge error | (k+1)^2*edge error | finite-chain error | residual
 10 | 0.09594930 | 4.0507e-03 | 0.490135 | 4.0476e-03 | 6.0066e-03
 20 | 0.09888308 | 1.1169e-03 | 0.492561 | 1.1138e-03 | 2.2998e-03
 50 | 0.09981033 | 1.8967e-04 | 0.493324 | 1.8660e-04 | 6.0954e-04
100 | 0.09995163 | 4.8372e-05 | 0.493440 | 4.5303e-05 | 2.1882e-04
200 | 0.09998779 | 1.2214e-05 | 0.493470 | 9.1454e-06 | 7.7951e-05
400 | 0.09999693 | 3.0689e-06 | 0.493478 | 0.0000e+00 | 1.0920e-16
edge error at k = 100 = 1.3163 meV
decay exponent, k+1 from 100 to 200 = 1.99991
steps for error below 1e-03 hartree: band edge 22, split-off level 3
steps for error below 1e-05 hartree: band edge 222, split-off level 7
end-site energy eps = 0.100 hartree, r = t/eps = 0.500
split-off level E_b = 0.125000 hartree = 3.4014 eV
split-off level, k =  3: error 9.4028e-04 hartree, leading-order formula 8.7891e-04 hartree
split-off level, k =  5: error 5.5311e-05 hartree, leading-order formula 5.4932e-05 hartree
split-off level, k =  7: error 3.4353e-06 hartree, leading-order formula 3.4332e-06 hartree
split-off level, k = 10: error 5.3645e-08 hartree, leading-order formula 5.3644e-08 hartree
done: every assertion held
```
